# Sharvin resistance of a short metallic constriction from mode counting, part 2

Two large pieces of the same metal are separated by an insulating wall. One opening of cross-section $A$ and length $L$, filled with the same metal, pierces the wall. The task is to find the resistance $R=V/I$ between the pieces and how it depends on the opening and on the purity of the metal.

Until a part relaxes them, these assumptions hold: the electrons are independent and degenerate, the opening is many Fermi wavelengths wide with smooth walls, its width and length are much smaller than the mean free path $l$, and it widens gradually at its ends, so that entering waves are not reflected.

The $z$ axis points through the opening, and $\theta$ is the angle of an electron's motion to it. The elementary charge $e$ is positive, $m$ is the electron mass, $k_F$ the Fermi wavevector, $v_F=\hbar k_F/m$ the Fermi speed, $E_F$ the Fermi energy and $n=k_F^3/3\pi^2$ the electron density. A round opening has radius $a$.

Earlier results:

- $N$ perfectly transmitting modes have the conductance $G=(2e^2/h)N$, including both spins.
- Part (b), for any Fermi surface, as a flux integral:
$$N=\frac{A}{4\pi^2}\int\tfrac12\left|\frac{\partial E}{\partial k_z}\right|\delta(E-E_F)\,d^3k .$$
Equivalently, $N$ is $A/4\pi^2$ times the projected area of the right-moving part.
- Part (c), for a spherical Fermi surface, the Sharvin resistance:
$$R_S=\frac{h}{2e^2}\,\frac{4\pi}{k_F^2A}.$$
- Part (d): an isotropic excess density $\delta n$ sends the flux $\tfrac14\,\delta n\,v_F$ per unit area towards the opening.
- Part (e), with hard walls of perimeter $P$:
$$N\simeq\frac{k_F^2A}{4\pi}-\frac{k_FP}{4\pi}.$$
The first term is the area term, the second the wall correction.

The example, also called the via, is a round opening with $a=5.0$ nm and $n=85\ \text{nm}^{-3}$, a rough value for copper. It has $k_Fa=68.0$, $A=78.5\ \text{nm}^2$ and $R_S=11.16\ \Omega$.

Part (f) asks: express $R_S$ through the bulk resistivity $\rho$ and the mean free path, and explain why the result still does not depend on $l$. Its solution follows.

**Solution.** In a field of magnitude $\mathcal E$ an electron gains the mean momentum $e\mathcal E\tau$ between collisions, where $\tau=l/v_F$ and each collision is taken to randomize the direction. The current density is $ne\,(e\mathcal E\tau/m)$, so

$$\rho=\frac{m}{ne^2\tau}=\frac{mv_F}{ne^2l}=\frac{\hbar k_F}{ne^2l}=\frac{3\pi^2\hbar}{e^2k_F^2\,l}.$$

The product $\rho l=3\pi^2\hbar/(e^2k_F^2)$ is fixed by the Fermi surface. Solving for $1/k_F^2=e^2\rho l/(3\pi^2\hbar)$ and inserting it in $R_S$ gives

$$R_S=\frac{h}{2e^2}\,\frac{4\pi}{A}\,\frac{e^2\rho l}{3\pi^2\hbar}
=\frac{2h}{3\pi\hbar}\,\frac{\rho l}{A}=\frac{4\rho l}{3A},$$

where the last step uses $h/\hbar=2\pi$. The letter $l$ appears, but a purer metal has a larger $l$ and a smaller $\rho$ in the same proportion. For the example $\rho l=657\ \Omega\,\text{nm}^2$, and $4\times657/(3\times78.5)=11.2\ \Omega$, as before. With the rough room-temperature value $l=40$ nm the resistivity is $1.64\ \mu\Omega\,$cm.

### (g) What if the opening ends abruptly?

**Question.** Replace the gradual widening by a straight round hole in a flat screen. Set up the wave problem and compare the total transmission with the number of modes.

**Solution.** Let a wide cylinder be attached on each side. Its normalized transverse modes are $\varphi_j$ with longitudinal wavevectors $k_j$, collected in the diagonal matrix $K$. The hole has modes $\chi_s$ with wavevectors $q_s$, collected in the diagonal matrix $Q$. Imaginary wavevectors describe decaying waves and are kept. The overlaps over the hole are $C_{sj}=\int\chi_s\varphi_j\,dA$.

Let $\alpha$ and $\beta$ be the amplitudes of the incoming and reflected waves on the left, and $u_0$, $u_L$ the amplitudes of the hole modes at the two faces. The wave is continuous over the hole and zero on the screen, so $\alpha+\beta=C^Tu_0$. Its slope is continuous over the hole, so $iCK(\alpha-\beta)=u_0'$. Eliminating $\beta$ gives

$$2iCK\alpha=u_0'+Zu_0,\qquad Z=iCKC^T .$$

On the right there are only outgoing waves, with amplitudes $C^Tu_L$, hence $u_L'=Zu_L$. Inside the hole $u''=-Q^2u$. The solution with given end values has the slopes

$$u_0'=-Q\cot(QL)\,u_0+Q\csc(QL)\,u_L,$$

$$u_L'=-Q\csc(QL)\,u_0+Q\cot(QL)\,u_L .$$

Insert these in the two face conditions, then add and subtract. With $\csc x-\cot x=\tan(x/2)$ and $\csc x+\cot x=\cot(x/2)$,

$$[Z+Q\tan(QL/2)]\,(u_0+u_L)=2iCK\alpha,$$

$$[Z-Q\cot(QL/2)]\,(u_0-u_L)=2iCK\alpha .$$

Half the difference of the two solutions is $u_L=g\,(2iCK\alpha)$, with

$$g=\tfrac12\left\{[Z+Q\tan(QL/2)]^{-1}-[Z-Q\cot(QL/2)]^{-1}\right\}.$$

The transmitted flux is proportional to $u_L^\dagger\Gamma u_L$, where $\Gamma=C\,(\mathrm{Re}K)\,C^T$ keeps the propagating waves. A wave of unit flux in mode $j$ has $\alpha_j=k_j^{-1/2}$. Summing over all incoming modes gives the total transmission

$$\mathcal T_{\rm tot}=4\,\mathrm{Tr}\,(\Gamma g\,\Gamma g^\dagger).$$

This replaces $N$ in the conductance. For $L=a$, wide cylinders of radius $3.7a$, and transverse wavevectors kept up to $2.5k_F$, the results are:

| $k_Fa$ | area term | modes | $\mathcal T_{\rm tot}$ |
|---|---|---|---|
| 10 | 25 | 21 | 19.5 |
| 20 | 100 | 92 | 88.4 |
| 40 | 400 | 380 | 373.1 |

Relative to the number of modes, the loss by reflection is 7%, 4% and 2%. Relative to the area term the shortfall is 22%, 12% and 7%, and most of it is the wall correction of part (e). A gradual widening is therefore not essential for a wide hole. The example has $k_Fa=68$, beyond the table. The loss does not fall smoothly: between $k_Fa=18$ and 22 it varies from about 1% to 4%, and the table entries lie near the upper end of such scatter. At $k_Fa=68$ it is about 1%.

### (h) How does scattering inside the opening enter?

**Question.** Let electrons scatter elastically and isotropically inside a smooth-walled opening of length $L$. Find the resistance for $L\ll l$ and for $L\gg l$.

**Solution.** If an electron entering the opening leaves at the far end with probability $T$, the current is reduced by this factor and $R=R_S/T$. Reflection from a smooth wall parallel to $z$ leaves $v_z$ unchanged, and isotropic scattering does not depend on where the walls are. The walls therefore drop out of the motion along $z$, and $T$ depends on $\lambda=L/l$ alone.

Entering electrons have directions $c=\cos\theta$ distributed as $2c\,dc$, because the flux through the face is weighted with $c$. A short opening is crossed on a path $L/c$, and the mean probability of a collision is

$$\int_0^1 2c\,\frac{L}{cl}\,dc=\frac{2L}{l}.$$

Half of the scattered electrons go back, so $T\simeq1-L/l$ at leading order.

In a long opening the electrons diffuse. Those crossing a plane with direction $c$ had their last collision, on average, a distance $lc$ upstream, where the density was $n_e(z-lc)\simeq n_e-lc\,n_e'$. Their flux is

$$\int_{-1}^{1}\tfrac12\,v_Fc\,(n_e-lc\,n_e')\,dc=-\frac{v_Fl}{3}\,n_e' .$$

If the excess density falls from $n_0$ to zero over $L$, the flux is $v_Fln_0/3L$. The incident flux is $n_0v_F/4$ by part (d). The ratio is $T\simeq4l/3L$, so

$$R\simeq R_S\,\frac{3L}{4l}=\frac{4\rho l}{3A}\,\frac{3L}{4l}=\frac{\rho L}{A}.$$

This is Ohm's law. The same formula $R_S/T$ covers both limits, and $l$ matters when the opening is long.

Between the limits $T$ follows from an integral equation. Measure lengths in units of $l$ and define $E_j(u)=\int_0^1c^{\,j-2}e^{-u/c}\,dc$. An electron leaving a collision flies forward at least $u$ with probability $\frac12E_2(u)$. Let $w(x)$ be the probability that an electron scattered at depth $x$ finally leaves at the far end. It either flies out directly or scatters again at $x'$:

$$w(x)=\tfrac12E_2(\lambda-x)+\tfrac12\int_0^\lambda E_1(|x-x'|)\,w(x')\,dx' .$$

An entering electron crosses without a collision with probability $2E_3(\lambda)$, and its first collision has the density $2E_2(x)$. Hence

$$T=2E_3(\lambda)+\int_0^\lambda2E_2(x)\,w(x)\,dx .$$

The numerical solution gives $(1-T)/\lambda=0.996$ at $\lambda=0.001$, and a slope of $1/T$ of 0.749 between $\lambda=10$ and 20. The derived limits are 1 and $\frac34$. Following 200,000 random electron paths in a smooth tube with $a=L=l$ gives $T=0.5536$, against 0.5534 from the equation.

For the via with $L=5$ nm, now vary $l$ and hold the geometry and density fixed:

| $l$ (nm) | $\rho$ ($\mu\Omega\,$cm) | $T$ | $R_S/T$ ($\Omega$) |
|---|---|---|---|
| 40 | 1.64 | 0.898 | 12.4 |
| 400 | 0.164 | 0.988 | 11.3 |
| 4000 | 0.0164 | 0.999 | 11.2 |

The resistivity falls by a factor of 100, while the resistance falls by 10% and settles at $R_S$.

### (i) How large is the spreading resistance outside?

**Question.** The current also has to converge towards the opening through metal with resistivity $\rho$. Estimate this part from Ohm's law.

**Solution.** Try the current density $j(r)=I/(2\pi a\sqrt{a^2-r^2})$ on the disc. Its integral is $(I/a)\int_0^ar\,dr/\sqrt{a^2-r^2}=I$. In a half-space bounded by an insulating wall, a point current $dI$ produces the potential $\rho\,dI/(2\pi d)$ at distance $d$. Choose a point on the disc and use polar coordinates $(d,\phi)$ around it. The area element $d\,\mathrm dd\,\mathrm d\phi$ cancels the $1/d$. Along a chord through the point, with ends at $d_-$ and $d_+$, the quantity $a^2-r^2$ equals $(d_+-d)(d-d_-)$, and

$$\int_{d_-}^{d_+}\frac{\mathrm dd}{\sqrt{(d_+-d)(d-d_-)}}=\pi$$

for every chord. The chords through the point cover the angles 0 to $\pi$, so the potential is

$$\frac{\rho}{2\pi}\,\frac{I}{2\pi a}\,\pi^2=\frac{\rho I}{4a}.$$

It is the same at every point of the disc, as the symmetry between the two sides requires for an opening of negligible length. For an opening with $L=a$ the same current density serves as an estimate at each end. Two half-spaces in series give $\rho/2a$.

For the example this is $1.64\times10^{-8}\ \Omega\,\text{m}/(10^{-8}\ \text{m})=1.6\ \Omega$. Ohm's law near the disc needs $l\ll a$, while here $l=8a$. The figure is thus an estimate of size and not a computed correction, and it errs on the high side: with isotropic scattering as in part (h), the addition for a thin hole at $l=8a$ is nearer $1.2\ \Omega$. Its ratio to $R_S$ is $(\rho/2a)/(4\rho l/3\pi a^2)=3\pi a/8l$, which vanishes for $a\ll l$.

### (j) What changes for a copper via in a chip?

**Question.** Judge the assumptions for the via with $a=L=5$ nm.

**Solution.** The density and the 40 nm mean free path are rough typical values for copper at room temperature. Scattering inside the smooth via adds $1.3\ \Omega$ to $R_S$. If $l$ is inversely proportional to the absolute temperature, it is 32 nm at a working temperature of 375 K, and the addition becomes $1.6\ \Omega$. Without the spreading part of (i), the sum rises from 12.4 to $12.7\ \Omega$, or by 2%, while the bulk resistivity rises by 25% under this assumption (in real copper somewhat more, close to 30%). The spreading estimate is proportional to the bulk resistivity, and including it makes the rise of the total about 4% to 5%.

Copper's Fermi surface is not a sphere. A simple model is an fcc lattice with one $s$ orbital and one electron per atom, hopping energy $t$ between nearest neighbours, and

$$E=-4t\,(\cos X\cos Y+\cos Y\cos Z+\cos Z\cos X),$$

where $X,Y,Z$ are the components of $\mathbf k$ times half the lattice constant. The computed Fermi level is $0.92t$. At the zone-boundary point $X=Y=Z=\pi/2$ the energy is zero, so this point is occupied and the surface is open there, as it is in copper. The flux integral of part (b) gives 0.82, 0.94 and 0.98 times the free-electron number of modes for current along [001], [110] and [111]. The direct projected area for [001] agrees, at 0.82. In this model the resistance is therefore 2% to 23% above the free-electron value at the same density. It is not a band structure of copper. It illustrates that the shape of the Fermi surface changes the number of modes, and its percentages should not be taken as corrections for copper.

Rough walls matter more. If every wall collision sends the electron off in a random direction with the cosine law, simulated paths with $l=40$ nm give $T=0.64$ and $R=17.5\ \Omega$, compared with $12.4\ \Omega$ for smooth walls. Such an electron can lose its forward motion at the wall even when $l$ is long, so a large $l$ does not restore $R_S$.

The largest change among these estimates comes from dropping the assumption that copper meets copper. Suppose that a barrier layer lies across the current path. For a thickness of 2 nm and a resistivity of $200\ \mu\Omega\,$cm, both rough values, Ohm's law gives

$$\frac{(2\times10^{-6}\ \Omega\,\text{m})(2\times10^{-9}\ \text{m})}{78.5\times10^{-18}\ \text{m}^2}=51\ \Omega,$$

between four and five times $R_S$. With such a layer, purer copper or smoother walls would change a minor part of the total. Without it, with smooth walls and between pieces much wider than the via, the Sharvin value would be the largest part of the resistance, and enlarging the area would lower it. Lines in a chip can be hardly wider than the via. The formula for $R_S$ then does not apply as it stands, because the lines are no longer wide pieces and the added resistance also depends on how the electrons turn from the line into the via. The values behind these estimates are collected in the numerical output.

## Calculated quantities

```
electron density (input): 85.0 nm^-3
via radius, length (input): 5.0, 5.0 nm
mean free path at 300 K (input): 40.0 nm
Fermi wavevector: 13.602 nm^-1
Fermi wavelength: 0.462 nm
Fermi energy: 7.049 eV
via area: 78.54 nm^2
h/(2e^2): 12906.40 ohm
kF*a: 68.01
modes from area term: 1156.4
Sharvin resistance: 11.161 ohm
same from kinetic current: 11.161 ohm
resistance times area: 876.6 ohm nm^2
same in other unit: 8.766e-12 ohm cm^2
rho*l: 657.4 ohm nm^2
bulk resistivity: 1.644 microohm cm
radius nm | R_S ohm | hard-wall modes | R from modes ohm
   2.5 | 44.644 | 275 | 46.932
   5.0 | 11.161 | 1125 | 11.472
  10.0 | 2.790 | 4563 | 2.828
mean miss of area+perimeter count: 0.19 modes
abrupt hole, length a: kF*a | area term | modes | transmission
  10 | 25.0 | 21 | 19.48
  20 | 100.0 | 92 | 88.38
  40 | 400.0 | 380 | 373.09
l nm | rho microohm cm | T smooth via | R_S/T ohm
  40 | 1.6436 | 0.8978 | 12.431
  400 | 0.1644 | 0.9879 | 11.297
  4000 | 0.0164 | 0.9988 | 11.175
short-channel slope (1-T)/(L/l): 0.9961
long-channel slope of 1/T: 0.7488
T at L=l: equation 0.5534, particles 0.5536
rough tube L=a: equation 0.6720, particles 0.6720
added by scattering in via: 1.271 ohm
mean free path at 375 K: 32.0 nm
added by scattering at 375 K: 1.570 ohm
spreading estimate rho/(2a): 1.644 ohm
rough walls with scattering: T 0.636, R 17.54 ohm
liner (input): 2.0 nm, 200 microohm cm
liner resistance: 50.9 ohm
(kB T/EF)^2 at 300 K: 1.34e-05
fcc band: Fermi level 0.923 t, zone point L at 0 t
fcc modes / free-electron modes: [001] 0.815, [110] 0.936, [111] 0.978
fcc [001] from projected area: 0.816
```
